# Image Currents for a Collinear Four-Point Probe on an Insulated Slab

## Theorem

A slab of thickness \(t\) occupies \(0\le z\le t\) and extends without limit sideways. Four pins touch its top face \(z=0\) on a straight line, with equal spacing \(s\). A steady current \(I\) enters at pin 1 and leaves at pin 4. The voltage \(V\) is the potential of pin 2 minus that of pin 3. Assume that

1. the material is ohmic, homogeneous and isotropic, with resistivity \(\rho\);
2. no current crosses either face, except at pins 1 and 4;
3. the contacts are points, the potential near each current pin is \(\pm\rho I/(2\pi R)\) plus a bounded part, where \(R\) is the distance from that pin, and the voltmeter draws no current;
4. the potential stays bounded away from the two current pins.

Then, with \(\tau=t/s\),
\[
V=\frac{\rho I}{2\pi s}\,G(\tau),\qquad
G(\tau)=1+4\sum_{n=1}^{\infty}\left[\frac{1}{\sqrt{1+4n^2\tau^2}}-\frac{1}{\sqrt{4+4n^2\tau^2}}\right]. \tag{1}
\]
The same voltage can be written in a form suited to thin slabs,
\[
V=\frac{\rho I}{\pi t}\,H(\tau),\qquad
H=\frac{\tau G}{2}=\ln 2+2\sum_{k=1}^{\infty}\left[K_0\!\left(\frac{\pi k}{\tau}\right)-K_0\!\left(\frac{2\pi k}{\tau}\right)\right], \tag{2}
\]
where \(K_0(u)=\int_0^\infty \cos(ux)\,(1+x^2)^{-1/2}dx\) is the modified Bessel function. The two limits are
\[
\rho=2\pi s\,\frac{V}{I}\quad(t\gg s),\qquad
\rho=\frac{\pi t}{\ln 2}\,\frac{V}{I}\quad(t\ll s). \tag{3}
\]

## Lemma 1: the potential of one current pin

Let \(r\) be the horizontal distance from a pin that injects \(I\), and let \(R_n=\sqrt{r^2+(z-2nt)^2}\). The function
\[
\phi(r,z)=\frac{\rho I}{2\pi}\left\{\frac1{R_0}+\sum_{n\neq0}\left[\frac1{R_n}-\frac1{2|n|t}\right]\right\} \tag{4}
\]
satisfies Laplace's equation in the slab, has no normal derivative on either face away from the pin, and carries the current \(I\) out of the pin.

**Proof.** In steady flow \(\nabla\cdot\mathbf J=0\) and \(\mathbf J=-\nabla\phi/\rho\), so \(\nabla^2\phi=0\). Each \(1/R_n\) satisfies this except at its own image point \(z=2nt\), and the only such point in the slab is the pin itself.

The subtracted constants are needed for convergence. Without them the terms fall off as \(1/(2|n|t)\), and their sum grows logarithmically with the number of images. With them, each bracket is of order \(n^{-2}\) at fixed \(r,z\), and so are its derivatives. The series therefore converges absolutely and may be differentiated and rearranged term by term.

The normal derivative is
\[
\frac{\partial\phi}{\partial z}=-\frac{\rho I}{2\pi}\sum_{n}\frac{z-2nt}{R_n^3}.
\]
At \(z=0\) the terms \(n\) and \(-n\) have equal \(R_n\) and opposite numerators, so they cancel; the term \(n=0\) vanishes for \(r>0\). At \(z=t\) the numerator is \((1-2n)t\). Replacing \(n\) by \(1-n\) reverses its sign and keeps \(R_n\), so the terms again cancel in pairs.

Close to the pin only \(1/R_0\) is singular. Its radial current density is \(I/(2\pi R_0^2)\). A small hemisphere in the slab has area \(2\pi R_0^2\), so the current through it is \(I\). The regular terms contribute nothing as the hemisphere shrinks. \(\square\)

The prefactor contains \(2\pi\), not the \(4\pi\) of a source in unbounded material, because all the current enters one half-space.

## Lemma 2: the solution for two current pins is unique

The potential \(\Phi\) of the source at pin 1 and the sink at pin 4 is the difference of two copies of (4), centred on these pins. It is the only solution under the assumptions, up to a constant.

**Proof.** The constants in (4) cancel in the difference. If \(R_n\) and \(R_n'\) are the distances to corresponding images of the two pins, then
\[
\left|\frac1{R_n}-\frac1{R_n'}\right|=\frac{|R_n'-R_n|}{R_nR_n'}\le\frac{3s}{R_nR_n'},
\]
since the pins are \(3s\) apart. The sum of the right-hand side over \(n\) is bounded away from the pins, so \(\Phi\) is bounded there, as required.

Take two solutions with the same point currents. Their singular parts cancel, and their difference is a bounded harmonic function with zero normal derivative on both faces. Reflect it evenly in the faces, repeatedly, until it fills all space. The zero normal derivatives make the extended function harmonic across the joins. A bounded harmonic function in all space is constant. \(\square\)

## Proof of the image sum

Write \(\phi(r)\) for \(\phi(r,0)\). Pin 2 lies at distance \(s\) from the source and \(2s\) from the sink; for pin 3 these distances are exchanged. Thus
\[
\Phi_2=\phi(s)-\phi(2s),\qquad \Phi_3=\phi(2s)-\phi(s),
\]
\[
V=\Phi_2-\Phi_3=2[\phi(s)-\phi(2s)].
\]
The term \(n=0\) gives
\[
2\,\frac{\rho I}{2\pi}\left(\frac1s-\frac1{2s}\right)=\frac{\rho I}{2\pi s}.
\]
The images \(n\) and \(-n\) contribute equally. Together they give
\[
4\,\frac{\rho I}{2\pi}\left[\frac1{\sqrt{s^2+4n^2t^2}}-\frac1{\sqrt{4s^2+4n^2t^2}}\right].
\]
Taking \(1/s\) out of the bracket and summing over \(n\ge1\) yields (1). \(\square\)

A solution of the conduction equation on an axisymmetric finite-volume grid, which uses no images, gives \(G(1)=1.5047\). The image sum gives \(1.5045\).

## The thick limit and the convergence of the sum

Put \(x=2n\tau\). For \(x>2\) the two square roots can be expanded in powers of \(1/x\):
\[
\frac1{\sqrt{1+x^2}}=\frac1x-\frac1{2x^3}+\frac3{8x^5}-\dots,\qquad
\frac1{\sqrt{4+x^2}}=\frac1x-\frac2{x^3}+\frac6{x^5}-\dots
\]
The leading terms cancel, because a distant image shifts the potentials of both inner pins by nearly the same amount. What remains is
\[
\frac1{\sqrt{1+x^2}}-\frac1{\sqrt{4+x^2}}=\frac3{2x^3}-\frac{45}{8x^5}+\dots
\]
For \(\tau>1\) this holds for every \(n\ge1\). With \(\sum n^{-3}=\zeta(3)\) and \(\sum n^{-5}=\zeta(5)\),
\[
G=1+\frac{3\zeta(3)}4\left(\frac st\right)^3-\frac{45\zeta(5)}{64}\left(\frac st\right)^5+\dots \tag{5}
\]
The first coefficient is \(0.9015\). As \(t/s\to\infty\), \(G\to1\), which proves the first formula in (3). The nearest images then lie at distance \(2t\gg s\) and hardly affect the potential difference between the inner pins.

The same expansion gives the error of stopping after \(N\) image pairs. For large \(N\), \(\sum_{n>N}n^{-3}\approx1/(2N^2)\), so the missing part is
\[
G-G_N\approx4\,\frac{3}{2(2\tau)^3}\,\frac1{2N^2}=\frac{3}{8\tau^3N^2}. \tag{6}
\]
At \(\tau=1\), three pairs give \(1.4755\), ten give \(1.5011\) and a hundred give \(1.5044\). By (6), a thinner slab needs more images for the same absolute error, in proportion to \(\tau^{-3/2}\).

## The thin limit

Define
\[
f(x)=\frac1{\sqrt{1+x^2}}-\frac1{\sqrt{4+x^2}}.
\]
Since \(f(0)=1/2\) and \(f\) is even, (1) is the same as \(G=2\sum_{n=-\infty}^{\infty}f(2n\tau)\). Hence
\[
H=\frac{\tau G}2=\tau\sum_{n=-\infty}^{\infty}f(2n\tau).
\]
The function \(P(y)=\sum_n f(y+2n\tau)\) has period \(2\tau\). Its Fourier coefficients are integrals over one period, and the sum over \(n\) joins these periods into the whole line. They are therefore \(F(\pi k/\tau)/(2\tau)\), with
\[
F(q)=\int_{-\infty}^{\infty}f(x)\cos(qx)\,dx.
\]
Evaluating the Fourier series at \(y=0\) gives
\[
H=\frac12\sum_{k=-\infty}^{\infty}F\!\left(\frac{\pi k}\tau\right)=\frac{F(0)}2+\sum_{k=1}^{\infty}F\!\left(\frac{\pi k}\tau\right).
\]
The zero-frequency part is
\[
F(0)=2\lim_{X\to\infty}\left[\operatorname{arsinh}X-\operatorname{arsinh}\frac X2\right]
=2\lim_{X\to\infty}\left[\ln(2X)-\ln X\right]=2\ln2 .
\]
For \(q>0\), the first term of \(f\) contributes \(2K_0(q)\) by definition. In the second, put \(x=2y\); it contributes \(-2K_0(2q)\). Substitution gives (2).

To find the size of the corrections, write \(K_0\) as half the integral of \(e^{iux}(1+x^2)^{-1/2}\) over the real line. Move the contour upward until it surrounds the branch cut from \(x=i\) to \(i\infty\). The square root has opposite signs on the two sides of the cut, and so does the direction of travel. The two sides therefore add:
\[
K_0(u)=\int_1^\infty\frac{e^{-uy}}{\sqrt{y^2-1}}\,dy .
\]
For large \(u\) the region near \(y=1\) dominates. With \(y=1+v\) and \(\sqrt{y^2-1}\approx\sqrt{2v}\),
\[
K_0(u)\approx e^{-u}\int_0^\infty\frac{e^{-uv}}{\sqrt{2v}}\,dv=\sqrt{\frac{\pi}{2u}}\,e^{-u}.
\]
The leading correction comes from \(K_0(\pi/\tau)\):
\[
H-\ln2\approx\sqrt{2\tau}\,e^{-\pi/\tau}\qquad(\tau\ll1). \tag{7}
\]
At \(\tau=0.3\) the image sum gives an excess of \(2.169\times10^{-5}\), and (7) gives \(2.194\times10^{-5}\). Thus \(H\to\ln2\), which proves the second formula in (3). \(\square\)

Physically, the images of a pin are \(2t\) apart. When \(t\ll s\), they act at distance \(s\) like a continuous line of sources. The potential of such a line is logarithmic, and \(\ln 2\) is the logarithm of the ratio of the distances \(2s\) and \(s\).

## Corollary: both limiting formulas read high

Let \(\rho_{\rm thick}\) and \(\rho_{\rm thin}\) be the values obtained by putting a measured \(V/I\) into (3). From (1) and (2),
\[
\frac{\rho_{\rm thick}}\rho=G>1,\qquad \frac{\rho_{\rm thin}}\rho=\frac H{\ln2}>1
\]
at any finite, nonzero \(\tau\). Every term in the sum for \(G\) is positive, and so is every term in the sum for \(H\), since \(K_0\) decreases with its argument.

The errors are also monotonic. Each term of \(G\) decreases with \(\tau\), because \(f'(x)=-x[(1+x^2)^{-3/2}-(4+x^2)^{-3/2}]<0\) for \(x>0\). For \(H\), let \(p(u)=-uK_0'(u)\). Bessel's equation \(uK_0''+K_0'=uK_0\) gives \(p'=-uK_0<0\). Therefore
\[
\frac d{du}[K_0(u)-K_0(2u)]=\frac{p(2u)-p(u)}u<0,
\]
and since \(u=\pi k/\tau\), \(H\) increases with \(\tau\).

Each limiting formula thus has one threshold for a 1% error. The thin formula is within 1% for \(t/s\le0.62\), and the thick formula for \(t/s\ge4.43\), under the assumptions of the theorem.

## Remark: the hyperbolic-sine interpolation

A compact expression used in place of \(H\) is
\[
H_{\sinh}=\ln\frac{\sinh\tau}{\sinh(\tau/2)}=\ln\left[2\cosh\frac\tau2\right].
\]
The second form follows from \(\sinh\tau=2\sinh(\tau/2)\cosh(\tau/2)\). This expression has both correct limits, but it is not the image sum. For small \(\tau\) it equals \(\ln2+\tau^2/8+\dots\), whereas the true correction (7) is exponentially small. For large \(\tau\) it equals \(\tau/2+\ln(1+e^{-\tau})\), whereas (5) gives \(H=\tau/2+3\zeta(3)/(8\tau^2)+\dots\). It is therefore too large for thin slabs and too small for thick ones.

| \(t/s\) | \(G\) | \(H\) | \(H_{\sinh}\) |
|---|---|---|---|
| 0.2 | 6.9315 | 0.6931 | 0.6981 |
| 0.5 | 2.7799 | 0.6950 | 0.7241 |
| 1 | 1.5045 | 0.7522 | 0.8133 |
| 2 | 1.0939 | 1.0939 | 1.1269 |
| 5 | 1.0070 | 2.5175 | 2.5067 |

A resistivity inferred with \(H_{\sinh}\) is \(\rho H/H_{\sinh}\). In a search over \(0.2\le t/s\le6\), its largest underestimate is 7.5% of the true value, close to \(t/s=1\).

## Remark: what the insulating bottom does

Suppose instead that the slab rests in perfect contact with a metal held at \(\Phi=0\). The images then carry the signs \((-1)^n\). The top condition survives, since \(n\) and \(-n\) have the same sign. At \(z=t\) the images \(n\) and \(1-n\) are equally distant and opposite in sign, so the potential vanishes. The factor becomes
\[
G_{\rm metal}=1+4\sum_{n=1}^\infty(-1)^n f(2n\tau).
\]
At \(\tau=1\) it is \(0.6833\), and the finite-volume solution gives the same figures. With \(\rho\), \(I\), \(s\) and \(t\) fixed, the voltage is thus 45% of its value on an insulating support. Unless \(t\gg s\), where both factors tend to 1, formula (1) must not be used for a plate in good contact with a metal table.

## Example: a glassy-carbon electrode plate

Glassy carbon serves as an electrode material in electrochemical cells. Consider a plate on a plastic support, with the rough typical values \(\rho=4.5\ \mathrm{m\Omega\,cm}\), \(t=1\) mm, \(s=1\) mm and \(I=100\) mA. In SI units \(\rho=4.5\times10^{-5}\ \Omega\,\mathrm m\), and (1) gives
\[
V=\frac{(4.5\times10^{-5})(0.1)}{2\pi(10^{-3})}\times1.5045\ \mathrm V=1.0775\ \mathrm{mV},
\qquad \frac VI=10.775\ \mathrm{m\Omega}.
\]
Read in the other direction, this ratio gives \(2\pi sV/I=6.770\ \mathrm{m\Omega\,cm}\). Division by \(G\) returns \(6.770/1.5045=4.500\ \mathrm{m\Omega\,cm}\). The thick formula alone would report \(6.770\), which is 50% too high. The thin formula would report \(4.884\), 8.5% too high, and the hyperbolic-sine expression \(4.162\), 7.5% too low. The digits are kept only to compare the formulas; the input values are rough, and the largest effects estimated below, such as errors in the pin positions, far exceed the last digits.

## Remark: how far a real plate departs from the model

**Pin positions.** For unequal spacings, \(V=\phi(r_{12})-\phi(r_{13})-\phi(r_{24})+\phi(r_{34})\), where \(r_{ij}\) is the distance between pins \(i\) and \(j\). Moving pin 2 by 10 µm towards pin 3 lowers \(V\) by 1.15%; moving pin 1 by the same amount towards pin 2 raises it by 0.48%. Independent errors of 10 µm rms along the line, at all four pins, change \(V\) by 1.8% rms. This is the largest of the effects estimated here.

**Thickness.** At fixed \(V/I\), entering \(t\) 1% too high raises the inferred \(\rho\) by 0.71%. By (3), the corresponding change is 1% in the thin limit and zero in the thick limit.

**Edges.** Let the plate be a disc of diameter \(D=2R\gg t\), with the probe at its centre and every pin many thicknesses away from the rim. Far from a pin the potential is that of a sheet, \(-(\rho I/2\pi t)\ln r\). A source at distance \(a=3s/2\) from the centre gets an image of the same sign at \(R^2/a\). With \(d^2=R^2+a^2-2aR\cos\theta\), the radial derivatives of the two logarithms at the rim add to
\[
\frac{R-a\cos\theta}{d^2}+\frac{a^2/R-a\cos\theta}{d^2}=\frac1R .
\]
This is independent of \(\theta\) and cancels between source and sink, so no current crosses the rim. The images add to \(H\) the term
\[
\ln\frac{R^2/a+s/2}{R^2/a-s/2}=\ln\frac{D^2+3s^2}{D^2-3s^2}.
\]
For \(D=50\) mm this raises \(V\) by 0.32%.

**Anisotropy.** Let the resistivity be \(\rho_x\) along the plate and \(\rho_z\) through it. The depth \(z'=z\sqrt{\rho_z/\rho_x}\) turns the conduction equation into Laplace's equation. Both the lateral and the vertical current then take the isotropic form with \(\rho'=\sqrt{\rho_x\rho_z}\). Formula (1) applies with \(\rho'\) and \(t'=t\sqrt{\rho_z/\rho_x}\). A ratio \(\rho_z/\rho_x=1.05\), with \(\rho_x\) fixed, raises \(V\) by 0.72%.

**Contacts and heating.** Current contacts of radius 50 µm with uniform current density change \(V\) by 0.03%. For heating, take a hemispherical contact of the same radius \(b\), at the voltage \(U=\rho I/(2\pi b)=14.3\) mV relative to distant material. Treat the carbon as a half-space whose distant parts stay at ambient temperature. If no heat enters the pin, the temperature rise in the carbon is \((U\phi-\phi^2/2)/(\kappa\rho)\), where \(\kappa\) is the thermal conductivity. Its Laplacian is \(-|\nabla\phi|^2/(\kappa\rho)\), which balances the Joule heat, and its gradient vanishes at \(\phi=U\). The contact is therefore warmer by \(U^2/(2\kappa\rho)\), or 0.4 K for a rough \(\kappa=6\) W/(m K). With a temperature coefficient of rough size \(5\times10^{-4}\) per K, the local resistivity changes by 0.02%. The finite thickness of the plate, the second current contact, interface resistance and microscopic contact spots are left out, and they can make the heating larger.

**Thermovoltage and residual liquid.** A difference of 1 K between the inner contacts, with a rough 5 µV/K, adds 0.46% of \(V\). Half the difference of the readings for \(+I\) and \(-I\) removes this part if the temperatures stay the same. An electrolyte film 0.1 mm thick, with conductivity 10 S/m, has a sheet conductance of \(10^{-3}\) S, which is 0.0045% of the plate's \(t/\rho\). Treated as an ohmic layer in perfect contact with the carbon, it acts to first order like an added thickness and lowers \(V\) by about 0.003%. A real film passes steady current only through electrode reactions at the carbon surface, so for a dc measurement this is an upper estimate.

The numerical output below gives the values behind these estimates.

## Table of computed values

```
Finite-volume G at t/s=1, insulating bottom: 1.5047
Image-sum G at t/s=1, insulating bottom: 1.5045
Finite-volume G at t/s=1, metal bottom: 0.6833
Image-sum G at t/s=1, metal bottom: 0.6833
Anisotropic slab, rho_z/rho_x=4: finite volume 2.1881, rescaled images 2.1878
G at t/s=1 with 1 image pairs: 1.37464
G at t/s=1 with 3 image pairs: 1.47550
G at t/s=1 with 10 image pairs: 1.50108
G at t/s=1 with 100 image pairs: 1.50442
Thick-limit coefficient 3*zeta(3)/4: 0.9015
H - ln2 at t/s=0.3: images 2.168e-05, law 2.194e-05
Table: t/s, G, H, sinh factor
   0.2  6.9315  0.6931  0.6981
   0.5  2.7799  0.6950  0.7241
   1.0  1.5045  0.7522  0.8133
   2.0  1.0939  1.0939  1.1269
   5.0  1.0070  2.5175  2.5067
  10.0  1.0009  5.0045  5.0000
ln 2: 0.6931
Thin formula reads 1% high at t/s = 0.621
Thick formula reads 1% high at t/s = 4.424
Sinh formula, largest error of rho: -7.50 % at t/s = 1.00
Example: rho = 4.50 mOhm cm, t = 1.00 mm, s = 1.00 mm, I = 100 mA
Voltage V: 1.0775 mV
Ratio V/I: 10.775 mOhm
rho recovered with full factor: 4.500 mOhm cm
rho from thin formula: 4.884 mOhm cm
rho from thick formula: 6.770 mOhm cm
rho from sinh formula: 4.162 mOhm cm
Pin errors 10 um rms each: V changes 1.76 % rms
  pin 1 moved +10 um: V changes +0.48 %
  pin 2 moved +10 um: V changes -1.15 %
  pin 3 moved +10 um: V changes +1.15 %
  pin 4 moved +10 um: V changes -0.48 %
Thickness entered 1% high: rho changes +0.71 %
Plate diameter 50 mm: V changes +0.32 %
Current contact radius 50 um: V changes +0.027 %
rho_z/rho_x = 1.05: V changes +0.72 %
Electrolyte film 0.1 mm, 10 S/m: sheet conductance ratio 0.0045 %
Thermovoltage, 5 uV/K and 1 K: 0.46 % of V
Contact voltage U (hemisphere): 14.32 mV
Contact heating, kappa = 6 W/(m K): 0.38 K
Local rho change at 5e-4 per K: 0.019 % in size
```
